# Cooling of a Thin Laser-Heated Film on Thick Oxide

A simulation of sub-melt laser annealing needs the temperature history of the film, because dopant diffusion and activation are integrated along it. One must decide how to represent the oxide below: by a mesh, by a constant heat-loss coefficient, or by a closed formula. A constant coefficient gives exponential cooling. The notes below show what replaces it when the oxide is thick, and how far the replacement can be trusted.

## 1. Simple case: an oxide surface held hot

Let $z$ point into the oxide, with $z=0$ at its surface. The oxide has conductivity $k$, volumetric heat capacity $C$ and diffusivity $D=k/C$, all constant. Let $u(z,t)$ be its temperature rise above ambient, initially zero. With heat flowing along $z$ alone,

$$C\,\partial_t u=k\,\partial_z^2u .$$

A hat denotes the Laplace transform, $\hat u(z,s)=\int_0^\infty e^{-st}u\,dt$. Since $u(z,0)=0$, the equation becomes $s\hat u=D\,\partial_z^2\hat u$. An oxide deeper than the heat reaches requires the decaying solution,

$$\hat u(z,s)=\hat u(0,s)\,e^{-z\sqrt{s/D}} .$$

The flux into the oxide is $q=-k\,\partial_zu$ at $z=0$, so

$$\hat q=k\sqrt{s/D}\;\hat u(0,s)=e\sqrt s\;\hat u(0,s),\qquad e=\sqrt{kC}. \tag{1}$$

The effusivity $e$ is the one oxide property that enters the surface response.

If the surface is held at a rise $\theta_0$, then $\hat u(0,s)=\theta_0/s$ and $\hat q=e\theta_0/\sqrt s$. To invert this, put $x=v^2$ in

$$\int_0^\infty\frac{e^{-sx}}{\sqrt{\pi x}}dx=\frac{2}{\sqrt\pi}\int_0^\infty e^{-sv^2}dv=\frac1{\sqrt s}. \tag{2}$$

Hence $q=e\theta_0/\sqrt{\pi t}$, and the heat passed by time $t$ is $2e\theta_0\sqrt{t/\pi}$.

A film of thickness $d$ and volumetric heat capacity $C_f$ stores $H\theta_0$ per area, where $H=C_fd$ is its areal heat capacity. The heat passed equals this store at $t=(\pi/4)H^2/e^2$. The film therefore cannot stay hot beyond a time of order $H^2/e^2$.

## 2. The film supplies its own heat

Now let the film cool. A very short pulse of absorbed fluence $F$ gives it a uniform rise $\theta_0=F/H$ at $t=0$. Assume that the film temperature stays uniform, contact with the oxide is perfect, nothing melts, and no heat leaves the top. Then $u(0,t)=\theta(t)$ for $t>0$, and

$$H\frac{d\theta}{dt}=-q .$$

The transform of the derivative is $s\hat\theta-\theta_0$. With (1),

$$H(s\hat\theta-\theta_0)=-e\sqrt s\,\hat\theta
\quad\Rightarrow\quad
\hat\theta=\frac{\theta_0}{s+\sqrt{s/\tau}},\qquad \tau=\frac{H^2}{e^2}.$$

Set $x=t/\tau$ and $\sigma=s\tau$. Then

$$\hat\theta=\frac{\theta_0\tau}{\sqrt\sigma(\sqrt\sigma+1)} . \tag{3}$$

The factor $\tau$ comes from $dt=\tau\,dx$. We therefore need the function of $x$ whose transform in $\sigma$ is $1/[\sqrt\sigma(\sqrt\sigma+1)]$. Consider

$$G(x)=e^x\operatorname{erfc}\sqrt x .$$

Since $\frac{d}{dx}\operatorname{erfc}\sqrt x=-e^{-x}/\sqrt{\pi x}$,

$$G'=G-\frac1{\sqrt{\pi x}},\qquad G(0)=1. \tag{4}$$

Transforming with (2), for $\sigma>1$, gives $\sigma\hat G-1=\hat G-1/\sqrt\sigma$, so

$$\hat G=\frac{1-1/\sqrt\sigma}{\sigma-1}
=\frac{\sqrt\sigma-1}{\sqrt\sigma(\sqrt\sigma-1)(\sqrt\sigma+1)}
=\frac1{\sqrt\sigma(\sqrt\sigma+1)} .$$

Continuous functions with the same Laplace transform are equal, and therefore

$$\boxed{\theta(t)=\theta_0\,e^{t/\tau}\operatorname{erfc}\sqrt{t/\tau}} \tag{5}$$

**Check in the oxide.** The corresponding field is

$$u=\theta_0E\operatorname{erfc}w,\quad E=e^{az+t/\tau},\quad a=\frac CH,\quad w=\frac z{2\sqrt{Dt}}+\sqrt{\frac t\tau}.$$

Here $Da^2=kC/H^2=1/\tau$. In $D\partial_z^2u-\partial_tu$ the terms with $\operatorname{erfc}w$ thus cancel. What remains is

$$\frac{2\theta_0}{\sqrt\pi}Ee^{-w^2}\left[-2aDw_z+2Dw\,w_z^2+w_t\right].$$

Since $w_z=1/(2\sqrt{Dt})$, the first term in the bracket is $-a\sqrt{D/t}=-1/\sqrt{\tau t}$. The second is $w/(2t)=z/(4\sqrt D\,t^{3/2})+1/(2\sqrt{\tau t})$. The third is $-z/(4\sqrt D\,t^{3/2})+1/(2\sqrt{\tau t})$. Their sum is zero, so the heat equation holds.

At $z=0$ we have $Ee^{-w^2}=1$, $ka=H/\tau$ and $k/\sqrt D=e=H/\sqrt\tau$. Thus

$$k\,\partial_zu=\theta_0\left[\frac H\tau G-\frac e{\sqrt{\pi t}}\right]
=\frac{H\theta_0}\tau\left[G-\frac1{\sqrt{\pi x}}\right]=H\frac{d\theta}{dt},$$

which is the film balance. For fixed $z>0$, $w\to\infty$ as $t\to0$, so the oxide starts at ambient.

## 3. Two limits

For small $x$, multiply $e^x=1+x+\dots$ by $\operatorname{erfc}\sqrt x=1-2\sqrt{x/\pi}+O(x^{3/2})$:

$$G=1-2\sqrt{x/\pi}+x+O(x^{3/2}). \tag{6}$$

The first loss, $2H\theta_0\sqrt{x/\pi}=2e\theta_0\sqrt{t/\pi}$, is that of the surface held hot in section 1. It has infinite slope at $t=0$, an idealization that a finite pulse or a contact resistance removes.

For large $x$, write $y=\sqrt x$ and shift the integration variable in $\operatorname{erfc}y$ by $y$:

$$G=\frac2{\sqrt\pi}\int_0^\infty e^{-2yv-v^2}dv . \tag{7}$$

This form shows that $G$ is positive and decreases steadily. Expanding $e^{-v^2}=1-v^2+v^4/2-\dots$ and integrating term by term gives

$$G\simeq\frac1{\sqrt{\pi x}}\left(1-\frac1{2x}+\frac3{4x^2}\right),\qquad
\theta\simeq\frac{\theta_0\sqrt\tau}{\sqrt{\pi t}}=\frac F{e\sqrt{\pi t}} . \tag{8}$$

At fixed absorbed fluence the leading late temperature does not depend on the film. Most of the heat is then in the oxide, and the film follows its surface.

The effective loss coefficient $h=q/\theta$ follows from (4):

$$h=\frac H\tau\left[\frac1{\sqrt{\pi x}\,G}-1\right]\to\frac H{2t}\quad(x\gg1).$$

It keeps falling as the heated oxide layer thickens, so no constant coefficient can reproduce (5).

## 4. Numbers for a silicon film

Take a polycrystalline silicon film with $d=100$ nm and $C_f=2.0$ MJ/(m³ K), on oxide with $k=1.8$ W/(m K) and $C=2.2$ MJ/(m³ K). These are rough hot-state values. Then

$$H=(2.0\times10^6)(100\times10^{-9})=0.200\ \mathrm{J/(m^2K)},$$

$$e=\sqrt{1.8\times2.2\times10^6}=1990\ \mathrm{W\,s^{1/2}/(m^2K)},$$

$$\tau=\frac{0.200^2}{3.96\times10^6}\ \mathrm s=10.1\ \mathrm{ns}.$$

An ideal rise of 1200 K from 300 K needs $F=0.200\times1200=240$ J/m², or 24 mJ/cm² absorbed. The incident fluence is larger, because some light is reflected or transmitted.

The cooling rate is $-\dot\theta=(\theta_0/\tau)[1/\sqrt{\pi x}-G]$. At 10 ns, $x=0.990$ and $G=0.429$, so the film is at $300+1200\times0.429=815$ K. It cools at $(1200/10.1)(0.567-0.429)\approx16$ K/ns.

| $t$ (ns) | $G$ | film (K) | cooling (K/ns) |
|---|---|---|---|
| 0.1 | 0.897 | 1376 | 567 |
| 1 | 0.725 | 1170 | 127 |
| 10 | 0.429 | 815 | 16.4 |
| 100 | 0.171 | 506 | 0.94 |

Half the rise is lost by 6.0 ns, but the fall to $1/e$ takes 15.8 ns. Thus $\tau$ is a scale, not an exponential decay time. The ratio of cooling rate to rise, which is $h/H$, drops from $567/1076=0.53$ per ns at 0.1 ns to $0.944/206=0.0046$ per ns at 100 ns. That is a factor of about 115. At 100 ns the leading late law gives a rise of 215 K against 206 K from (5). The excess of about 5% relative to (5) agrees with $1/(2x)$ at $x=9.9$.

A finite-volume solution of the heat equation tested (5) at $x=0.1$, 1 and 30. It used this case, a film twice as thick, an oxide with three times the conductivity, and one with half the heat capacity. The largest difference relative to (5) was $5\times10^{-5}$.

## 5. A pulse of finite length

Let the same fluence arrive at a constant rate for a time $t_p$. The problem is linear, so each interval $dt'$ contributes $\theta_0(dt'/t_p)\,G((t-t')/\tau)$. Integrating (4) gives

$$P(x)=\int_0^xG\,dx'=G(x)-1+2\sqrt{x/\pi}.$$

After the pulse,

$$\theta(t)=\theta_0\frac\tau{t_p}\left[P\!\left(\frac t\tau\right)-P\!\left(\frac{t-t_p}\tau\right)\right],\qquad t\ge t_p. \tag{9}$$

During the pulse the second term is absent, and $\theta$ rises because $G>0$. Afterwards it falls because $G$ decreases. The peak is therefore at $t_p$. With $p=t_p/\tau$,

$$\frac{\theta_{\rm peak}}{\theta_0}=\frac{P(p)}p .$$

For $p\ll1$, integrating (6) gives $1-\frac43\sqrt{p/\pi}+p/2$. The square root makes "short" a severe demand. A 0.5 ns pulse has $p=0.0495$, yet it reaches 0.854 of the ideal rise. For $p\gg1$ the ratio tends to $2/\sqrt{\pi p}$, so the fluence needed for a fixed peak grows as $\sqrt{t_p}$.

A 30 ns pulse, typical in order of magnitude of excimer annealing, has $p=2.97$. It reaches 0.415 of the ideal rise, or 498 K, at the same absorbed fluence. To reach 1200 K it needs $24.0/0.415\approx58$ mJ/cm².

The later history is much less sensitive if time is counted from the middle of the pulse. Averaging $\theta$ over a symmetric window cancels the first-order change and leaves $t_p^2\ddot\theta/24$. From (4), $G''=G'+1/(2\sqrt\pi x^{3/2})$, which is about 8.0 at $x=0.099$. The shift at 1 ns is then $1200\times0.0495^2\times8.0/24\approx1$ K for the 0.5 ns pulse, as the numerical solution also gives.

## 6. What "thermally thin" means

The film has diffusivity $D_f=k_f/C_f$ and effusivity $e_f=\sqrt{k_fC_f}$. Compare its internal diffusion time with $\tau$:

$$\frac{d^2/D_f}\tau=\frac{d^2C_f}{k_f}\,\frac{e^2}{C_f^2d^2}=\left(\frac e{e_f}\right)^2 .$$

The thickness cancels. Halving $d$ shortens both times fourfold, so the film is no more uniform at the same $t/\tau$. The condition is $e\ll e_f$. With a rough $k_f=20$ W/(m K), the squared ratio is 0.099 and the film diffusion time is 1.0 ns.

The first correction can be found together with that of a contact resistance $R$. After the initial transient, all parts of the film cool at nearly the same rate. If $y$ is measured down from the insulated top, then $k_f\,\partial_y^2T=-q/d$, so

$$T=T_{\rm top}-\frac{qy^2}{2k_fd}.$$

The film mean is $T_{\rm top}-qd/(6k_f)$, and the bottom is at $T_{\rm top}-qd/(2k_f)$. The mean thus exceeds the bottom by $qd/(3k_f)$. Including the contact, the mean exceeds the oxide surface by $qR'$, with $R'=R+d/(3k_f)$.

Let $\theta$ now denote the mean rise. Equation (1) gives $\hat\theta=\hat q\,[R'+1/(e\sqrt s)]$, and hence

$$\hat q=\frac{e\sqrt s\,\hat\theta}{1+R'e\sqrt s}\simeq(e\sqrt s-R'e^2s)\hat\theta .$$

Insert this in the film balance and define $\rho=R'e^2/H$. To first order in $\rho$,

$$\hat\theta\simeq\frac{\theta_0\tau}{\sigma+\sqrt\sigma-\rho\sigma}
\simeq\theta_0\tau\left[\frac1{\sigma+\sqrt\sigma}+\frac\rho{(\sqrt\sigma+1)^2}\right].$$

The last term is the transform of

$$K(x)=(1+2x)G-2\sqrt{x/\pi}. \tag{10}$$

To verify this, put $r=\sqrt\sigma$. The transform of $xG$ is $-d\hat G/d\sigma$, and that of $2\sqrt{x/\pi}$ is $r^{-3}$. Therefore

$$\hat K=\frac1{r(r+1)}+\frac{2r+1}{r^3(r+1)^2}-\frac1{r^3}
=\frac{r^3+r^2+2r+1-(r+1)^2}{r^3(r+1)^2}=\frac1{(r+1)^2}.$$

The mean film is warmer than (5) by $\theta_0\rho K$. Inserting (8) gives $K\simeq1/(\sqrt\pi\,x^{3/2})$ at late times, so the shift relative to the rise fades as $\rho/x$. At very early times the expansion fails: $K(0)=1$, although the true shift starts from zero. It requires $x\gg\rho^2$ and, for the film part, a settled parabolic profile.

Film conduction alone has $\rho=\frac13(e/e_f)^2=0.033$, again free of $d$. A rough contact resistance of $5\times10^{-9}$ m² K/W gives $\rho=0.099$. At 10 ns, $K=0.156$, so (10) predicts shifts of about 6 K and 18 K. The numerical solution gives 6.3 K and 19.1 K. At 1 ns it gives 20 K and 57 K. In this example the contact matters more than conduction inside the film.

## 7. Against a real anneal

The example is a model case for sub-melt annealing of polycrystalline silicon on oxide with a short green-laser pulse. Its 0.5 ns pulse is much shorter than the tens of nanoseconds of an excimer pulse, for which (9) must replace (5) during the pulse and shortly after it. Between about 10 and 100 ns, the assumption that moves the numbers most is that of constant properties; how large the shift is, and at early times even its sign, depends on the temperature laws assumed. A separate calculation let $C_f$, $k$ and $C$ vary linearly about their values at 900 K, by 15%, 20% and 22% at 600 K away. With the same instantaneous 1200 K rise, the film was warmer by 37, 56 and 40 K at 1, 10 and 100 ns. The last shift is 19% of the 206 K rise that (5) gives at 100 ns. The absorbed fluence is still 240 J/m², because a linear law centred on 900 K leaves the mean film heat capacity between 300 and 1500 K unchanged. The shift at 100 ns comes mostly from the oxide, so its sign and approximate size follow from (8): the assumed laws give $e=1572$ at 300 K and 1711 at 500 K, in the units above, instead of 1990. The late rise should then grow by a factor between 1.16 and 1.27, and the calculation gives 1.19. For late cooling, $e$ should thus be taken at the temperature of the oxide, not at that of the initial hot film. The linear laws are only an illustration. Tabulated heat capacities of silicon and fused silica rise steeply below about 600 K and then level off. With such curves the same fluence heats the film to about 1440 K, and the shifts are roughly $-20$, $+20$ and $+30$ K at 1, 10 and 100 ns, so the contact resistance is the larger or a comparable effect up to about 10 ns.

With constant properties, another run combined the 0.5 ns pulse, film conduction, contact resistance, a 300 nm absorption depth, and 1 µm of oxide on a wafer held at ambient. It gave mean film temperatures of 1246, 841 and 508 K at 1, 10 and 100 ns after mid-pulse, against 1170, 815 and 506 K from (5). The surface peaked at about 1480 K, below the melting point of about 1700 K. If the film did melt, latent heat would invalidate the energy balance used here.

The finite oxide sets a late limit. Heat crosses it in a time of order $L^2/D$, where $L$ is its thickness; for 1 µm this is about 1200 ns. The wafer changes the film temperature negligibly up to 100 ns, but at 1000 ns a wafer held at ambient removes 32 K of a 68 K rise. A real silicon wafer warms at its surface and removes less. With green light the difference can be large: at an absorption depth of 300 nm, a fraction of about $e^{-1/3}=0.72$ of the light entering the film passes through it in a single pass, and much of this is absorbed in the wafer. That heating is left out here, so the 32 K should not be taken as the loss in a real green-laser anneal. For 100 nm of oxide the crossing time is a hundred times shorter, about 12 ns. This is close to $\tau$, so the semi-infinite model then fails while a large part of the rise remains.

Two other losses are small here. Black-body radiation from the top at a constant 1500 K for 100 ns would carry away $1.2\times10^{-4}$ of the absorbed fluence, which bounds the radiative loss over that time. Heat spreads sideways in the film by about 1 µm in 100 ns, so one-dimensional flow requires a laser spot much wider than that.

For this stack and a sub-nanosecond pulse, the closed formula can therefore replace the oxide mesh between about 1 and 100 ns after mid-pulse if errors of roughly 110 K at the start of this interval and 40 K at its end are acceptable. These estimates add the shift from the assumed linear property laws to that from the combined linear effects, both of which are upward. They depend on those laws: with tabulated heat capacities the property shift is downward before about 3 ns, and the errors are nearer 55 K and 30 K. When dopant motion depends strongly on temperature, such errors may not be acceptable, and a mesh with temperature-dependent properties is the safer choice. The values used here are listed in the numerical output.

## Numbers as computed

```
film: d = 100 nm, C_f = 2.0 MJ/m3/K, k_f = 20 W/m/K
oxide: k = 1.8 W/m/K, C = 2.2 MJ/m3/K, L = 1.0 um
contact resistance = 5 nm2-scale unit 1e-9 m2 K/W
absorption depth = 300 nm
ambient = 300 K, ideal rise = 1200 K, melting = 1687 K
areal heat capacity H = 0.200 J/m2/K
oxide effusivity e = 1990 W s^0.5/m2/K
oxide diffusivity D = 0.818 mm2/s
tau = 10.10 ns
absorbed fluence = 240 J/m2 = 24.0 mJ/cm2
G(1) = 0.4276
half of rise lost at t/tau = 0.5915, t = 5.97 ns
rise down to 1/e at t/tau = 1.5618, t = 15.78 ns
largest relative error, law against numerical model = 5.3e-05
t (ns) | t/tau | G | film T (K) | cooling rate (K/ns)
   0.1 | 0.0099 | 0.8969 | 1376 | 567
   1.0 | 0.0990 | 0.7246 | 1170 | 127
  10.0 | 0.9900 | 0.4290 | 815 | 16.4
 100.0 | 9.9000 | 0.1714 | 506 | 0.944
late law at 100 ns: rise = 215 K, full law 206 K
diffusion length in oxide at 10 ns = 90 nm
film diffusion time d2/D_f = 1.00 ns
(e/e_f)^2 = 0.099
rho, film conduction = 0.033
rho, contact resistance = 0.099
peak fraction, 0.5 ns pulse = 0.854
peak fraction, 30 ns pulse = 0.415, rise 498 K
fluence for 1200 K rise, 30 ns pulse = 57.8 mJ/cm2
change of mean film T (K) at 1, 10, 100 ns (pulse: after its midpoint)
  0.5 ns pulse: +1.0, +0.0, +0.0
  film conduction: +20.3, +6.3, +0.6
  contact resistance: +56.8, +19.1, +1.7
  1 um oxide on wafer: -0.0, -0.0, -0.0
  T-dependent properties: +37.1, +55.6, +39.8
  swings of C_f, k, C at +-600 K about 900 K: 15 %, 20 %, 22 %
all linear effects together, film T (K): 1246, 841, 508
peak mean film T, all linear effects = 1398 K
peak surface T, all linear effects = 1476 K
1 um oxide on wafer, change at 1000 ns = -32 K of a rise of 68 K
oxide crossing time L2/D = 1222 ns
radiated fraction in 100 ns, upper bound = 1.2e-04
lateral diffusion length in film, 100 ns = 1.00 um
```
